**Bond angles: the sine weight, hidden correlation and packing**

For isotropic, uncorrelated bonds the angle density is $p(\theta)=\tfrac12\sin\theta$, so a raw maximum at 90° does not prove octahedral order; the correlation is measured by $g=p/(\tfrac12\sin\theta)$. The program samples random bonds and asserts that their bin shares follow the sine law, that bins of equal width in $\cos\theta$ are equally filled, and that the count variance is binomial in the two bins examined. For bonds drawn about a hidden axis, with $g=1+aP_2(\cos\theta)$ and $a=0.2$, it asserts that the raw histogram peaks in the bin around 90° while $g$ is smallest there. It also asserts the change of the raw maximum at $a=2/7$, the small shift of a sharp peak, and the angular widths of octahedra with relative displacement $\sigma$. Random bonds with a minimum oxygen distance are sampled by Monte Carlo; runs from two starting polyhedra must agree, and a four-bond case must match direct rejection. The output shows that, for six bonds, such exclusion alone raises the share between 80° and 100° from 17.4 % to 34.5 % at 0.25 nm and to 56.0 % at 0.27 nm.

## Numerical verification

```python
# Result under test: for isotropic, uncorrelated bonds the bond-angle density
# is p(theta) = sin(theta)/2, with its maximum at 90 degrees. A raw maximum at
# 90 degrees therefore does not prove octahedral order. The correlation is
# g(theta) = p(theta) / (sin(theta)/2), equal to 1 for uncorrelated bonds.
# Symbols: a = coefficient of P2(cos theta) in g; b = the same coefficient for
# single bonds about a hidden axis; sigma = displacement / bond length.
# Angles are in radians inside the program and in degrees in the output.
import numpy as np
from scipy.integrate import quad
from scipy.optimize import minimize_scalar

rng = np.random.default_rng(20)
deg = np.pi / 180
edges = np.arange(0, 181, 20) * deg
sine_share = (np.cos(edges[:-1]) - np.cos(edges[1:])) / 2


def unit(vectors):
    return vectors / np.linalg.norm(vectors, axis=-1, keepdims=True)


def pair_angles(bonds):
    i, j = np.triu_indices(bonds.shape[1], 1)
    cosines = np.einsum('cpk,cpk->cp', bonds[:, i], bonds[:, j])
    return np.arccos(np.clip(cosines, -1, 1))


def shares(angles):
    """Mean bin shares and standard errors from the scatter between centres."""
    index = np.clip(np.digitize(angles, edges) - 1, 0, len(edges) - 2)
    per_centre = np.stack([(index == k).mean(axis=1)
                           for k in range(len(edges) - 1)], axis=1)
    error = per_centre.std(axis=0) / np.sqrt(len(angles))
    return per_centre.mean(axis=0), error


def agree(first, second, error, limit=5):
    return np.all(np.abs(first - second) <= limit * error + 1e-12)


# ---- Isotropic uncorrelated bonds, sampled from normalized Gaussian vectors
centres, coordination = 100000, 6
iso_angles = pair_angles(unit(rng.normal(size=(centres, coordination, 3))))
iso, iso_error = shares(iso_angles)
assert agree(iso, sine_share, iso_error)
assert np.argmax(iso) == 4
cos_counts = np.histogram(np.cos(iso_angles), bins=10, range=(-1, 1))[0]
cos_share = cos_counts / iso_angles.size
assert np.all(np.abs(cos_share - 0.1) < 5 * np.sqrt(0.09 / iso_angles.size))

# Counting noise: angles sharing a bond are still pairwise independent
pairs = iso_angles.shape[1]
variance_ratio = []
for k in (0, 4):
    count = ((iso_angles >= edges[k]) & (iso_angles < edges[k + 1])).sum(axis=1)
    binomial = pairs * sine_share[k] * (1 - sine_share[k])
    variance_ratio.append(count.var() / binomial)
assert np.all(np.abs(np.array(variance_ratio) - 1) < 0.04)  # sampling noise

# ---- Hidden axis: g has a minimum at 90 degrees, raw density a maximum
b = 1.0
a = b**2 / 5
shape = (centres, coordination)
# The single-bond density (1 + 3 x^2)/4 is an equal mixture of two simple laws
flat_x = rng.uniform(-1, 1, shape)
polar_x = rng.choice([-1, 1], shape) * rng.random(shape)**(1 / 3)
x = np.where(rng.random(shape) < 0.5, flat_x, polar_x)
phi = rng.uniform(0, 2 * np.pi, shape)
ring = np.sqrt(1 - x**2)
axis_bonds = np.stack([ring * np.cos(phi), ring * np.sin(phi), x], axis=-1)
axis, axis_error = shares(pair_angles(axis_bonds))


def axis_density(theta, strength):
    p2 = (3 * np.cos(theta)**2 - 1) / 2
    return np.sin(theta) / 2 * (1 + strength * p2)


axis_theory = np.array([quad(axis_density, lo, hi, args=(a,))[0]
                        for lo, hi in zip(edges[:-1], edges[1:])])
assert agree(axis, axis_theory, axis_error)
assert np.argmax(axis) == 4 and np.argmin(axis / sine_share) == 4

grid = np.linspace(0, np.pi, 18001)
critical = 2 / 7
below = grid[np.argmax(axis_density(grid, critical - 0.015))]
above = grid[np.argmax(axis_density(grid, critical + 0.015))]
strength = critical + 0.015
assert abs(below - np.pi / 2) < 0.02 * deg
assert abs(np.sin(above)**2 - 2 * (1 + strength) / (9 * strength)) < 1e-3
half = grid[np.sin(grid) >= 0.5]
hump_width = half[-1] - half[0]
assert abs(hump_width - 120 * deg) < 0.03 * deg

# ---- A sharp peak is hardly moved by the sine factor
peak0, width = np.arccos(-1 / 3), 12 * deg
found = minimize_scalar(
    lambda t: -np.sin(t) * np.exp(-(t - peak0)**2 / (2 * width**2)),
    bounds=(peak0 - 0.3, peak0 + 0.3), method='bounded',
    options={'xatol': 1e-9}).x
shift = found - peak0
shift_formula = width**2 / np.tan(peak0) / (1 + width**2 / np.sin(peak0)**2)
assert abs(shift / shift_formula - 1) < 0.01

# ---- Distorted octahedra
bond_length, displacement = 0.215, 0.02  # nm
sigma = displacement / bond_length
octahedron = np.array([[1, 0, 0], [-1, 0, 0], [0, 1, 0],
                       [0, -1, 0], [0, 0, 1], [0, 0, -1]], float)
ideal = pair_angles(octahedron[None])[0]
opposite = ideal > 135 * deg
pyramid = octahedron[:5]
pyramid_ideal = pair_angles(pyramid[None])[0]
pyramid_opposite = pyramid_ideal > 135 * deg
assert np.isclose(opposite.mean(), pyramid_opposite.mean())
noise = rng.normal(size=(centres, 6, 3))
octa_angles = pair_angles(unit(octahedron + sigma * noise))
octa, octa_error = shares(octa_angles)
right_width = octa_angles[:, ~opposite].std()
bend = np.pi - octa_angles[:, opposite]
bend_rms = np.sqrt(np.mean(bend**2))
# Tolerance covers the neglected terms of relative order sigma squared
assert abs(right_width / (np.sqrt(2) * sigma) - 1) < 0.04
assert abs(bend_rms / (2 * sigma) - 1) < 0.04
assert abs(np.median(bend) / (sigma * np.sqrt(4 * np.log(2))) - 1) < 0.04
fine = np.arange(0, 181, 5) * deg
fine_sine = (np.cos(fine[:-1]) - np.cos(fine[1:])) / 2
bend_raw = np.histogram(np.pi - bend, bins=fine)[0]
raw_bin, flat_bin = np.argmax(bend_raw), np.argmax(bend_raw / fine_sine)
assert fine[raw_bin] <= np.pi - np.sqrt(2) * sigma <= fine[raw_bin + 1]
assert flat_bin == len(fine_sine) - 1


# ---- Neglected effect: anions cannot overlap
def exclusion_angle(closest, length):
    return 2 * np.arcsin(closest / (2 * length))


def packed(start, min_angle, copies=3000, sweeps=400, step=0.25):
    """Uniform sampling of bond sets whose pair angles exceed min_angle."""
    bonds = np.repeat(start[None], copies, axis=0)
    limit = np.cos(min_angle)
    for _ in range(sweeps):
        for k in range(len(start)):
            trial = unit(bonds[:, k] + step * rng.normal(size=(copies, 3)))
            cosines = np.einsum('cij,cj->ci', bonds, trial)
            cosines[:, k] = -1
            accepted = cosines.max(axis=1) <= limit
            bonds[accepted, k] = trial[accepted]
    return pair_angles(bonds)


turn = np.arange(3) * 2 * np.pi / 3
triangle = np.stack([np.cos(turn), np.sin(turn), np.zeros(3)], axis=1)
lift = np.array([0, 0, np.sqrt(3) / 2])
prism = unit(np.concatenate([triangle + lift, triangle - lift]))
bipyramid = np.concatenate([triangle, [[0, 0, 1], [0, 0, -1]]])
tetrahedron = unit(np.array([[1, 1, 1], [1, -1, -1],
                             [-1, 1, -1], [-1, -1, 1]], float))
closest_distance, strict_distance = 0.25, 0.27  # nm
loose = exclusion_angle(closest_distance, bond_length)
strict = exclusion_angle(strict_distance, bond_length)

# Check of the sampler against direct rejection for four bonds
chain, chain_error = shares(packed(tetrahedron, loose))
trial_angles = pair_angles(unit(rng.normal(size=(200000, 4, 3))))
kept = trial_angles[trial_angles.min(axis=1) >= loose]
direct, direct_error = shares(kept)
assert len(kept) > 1000
assert agree(chain, direct, np.hypot(chain_error, direct_error))

packing = {}
for name, starts, angle in (
        ('6 bonds, 0.25 nm', (octahedron, prism), loose),
        ('6 bonds, 0.27 nm', (octahedron, prism), strict),
        ('5 bonds, 0.25 nm', (pyramid, bipyramid), loose)):
    runs = [packed(start, angle) for start in starts]
    (one, error1), (two, error2) = shares(runs[0]), shares(runs[1])
    assert agree(one, two, np.hypot(error1, error2))
    together = np.concatenate(runs)
    mean, error = shares(together)
    histogram = np.histogram(together, bins=fine)[0]
    packing[name] = (mean, error, np.argmax(histogram))
pack = packing['6 bonds, 0.25 nm'][0]
pack_strict = packing['6 bonds, 0.27 nm'][0]
assert pack[4] > sine_share[4]
assert pack_strict[-1] > pack[-1] > sine_share[-1]

# ---- Output
model_centres = 500
model_angles = model_centres * pairs
print(f'Bond length {bond_length} nm, displacement {displacement} nm')
print(f'sigma = {sigma:.4f} (displacement / bond length)')
print(f'Sine hump: full width at half height {hump_width/deg:.1f} deg')
print(f'Sampled centres {centres}, bonds {coordination}, pairs {pairs}')
print(f'Equal cos bins: share {cos_share.min():.4f} to {cos_share.max():.4f}')
print('RAW SHARES in percent')
print('bin/deg   sine  random  axis   octa   packed(0.25 nm)')
for k in range(len(sine_share)):
    row = [v[k] * 100 for v in (sine_share, iso, axis, octa, pack)]
    print(f'{edges[k]/deg:3.0f}-{edges[k+1]/deg:3.0f} '
          + ' '.join(f'{v:6.2f}' for v in row))
print('g = RAW SHARE / SINE SHARE')
print('bin/deg  random  axis   octa   packed(0.25 nm)')
for k in range(len(sine_share)):
    row = [v[k] / sine_share[k] for v in (iso, axis, octa, pack)]
    print(f'{edges[k]/deg:3.0f}-{edges[k+1]/deg:3.0f} '
          + ' '.join(f'{v:6.3f}' for v in row))
print(f'Hidden axis: b = {b:.1f}, a = {a:.2f}, critical a = {critical:.4f}')
print(f'g at 90 deg {1-a/2:.3f}, g at 180 deg {1+a:.3f}')
print(f'a = {critical-0.015:.4f}: raw maximum {below/deg:.2f} deg')
print(f'a = {strength:.4f}: raw maxima {above/deg:.2f} deg and '
      f'{180-above/deg:.2f} deg')
print(f'Peak of g {peak0/deg:.2f} deg, width {width/deg:.0f} deg: '
      f'shift {shift/deg:.2f} deg')
print(f'Octahedron pairs: {(~opposite).sum()} at 90, {opposite.sum()} at 180')
print(f'Square pyramid: {(~pyramid_opposite).sum()} at 90, '
      f'{pyramid_opposite.sum()} at 180')
print(f'Octahedra, 90 deg group: width {right_width/deg:.2f} deg, '
      f'formula {np.sqrt(2)*sigma/deg:.2f} deg')
print(f'Opposite pairs: rms bend {bend_rms/deg:.2f} deg, '
      f'formula {2*sigma/deg:.2f} deg')
print(f'Opposite pairs: raw peak bin {fine[raw_bin]/deg:.0f}-'
      f'{fine[raw_bin+1]/deg:.0f} deg, g peak bin {fine[flat_bin]/deg:.0f}-'
      f'{fine[flat_bin+1]/deg:.0f} deg')
print(f'Variance / binomial: {variance_ratio[0]:.3f} (0-20 deg), '
      f'{variance_ratio[1]:.3f} (80-100 deg)')
print(f'Model of {model_centres} centres: {model_angles} angles')
for low, high in ((0, 20), (80, 100), (178, 180)):
    q = (np.cos(low * deg) - np.cos(high * deg)) / 2
    relative = np.sqrt((1 - q) / (model_angles * q))
    print(f'  {low}-{high} deg: expected count {model_angles*q:.1f}, '
          f'relative error {100*relative:.1f} %')
print(f'Exclusion angle: {loose/deg:.1f} deg (0.25 nm), '
      f'{strict/deg:.1f} deg (0.27 nm)')
print(f'  0.25 nm, bond 0.01 nm longer/shorter: '
      f'{exclusion_angle(closest_distance, bond_length+0.01)/deg:.1f}/'
      f'{exclusion_angle(closest_distance, bond_length-0.01)/deg:.1f} deg')
print('PACKING ONLY: shares in percent (standard error), raw peak 5 deg bin')
for name, (mean, error, top) in packing.items():
    print(f'{name}: 80-100: {100*mean[4]:.1f} ({100*error[4]:.1f}), '
          f'160-180: {100*mean[-1]:.1f} ({100*error[-1]:.1f}), '
          f'peak {fine[top]/deg:.0f}-{fine[top+1]/deg:.0f} deg')
print('finished without a failed check')
```

Printed output:

```
Bond length 0.215 nm, displacement 0.02 nm
sigma = 0.0930 (displacement / bond length)
Sine hump: full width at half height 120.0 deg
Sampled centres 100000, bonds 6, pairs 15
Equal cos bins: share 0.0994 to 0.1004
RAW SHARES in percent
bin/deg   sine  random  axis   octa   packed(0.25 nm)
  0- 20   3.02   3.03   3.58   0.00   0.00
 20- 40   8.68   8.66   9.71   0.00   0.00
 40- 60  13.30  13.28  13.55   0.00   0.00
 60- 80  16.32  16.31  15.30   7.36  25.45
 80-100  17.36  17.31  15.67  65.30  34.47
100-120  16.32  16.36  15.28   7.33  15.03
120-140  13.30  13.31  13.63   0.00   6.48
140-160   8.68   8.73   9.68   0.61  11.39
160-180   3.02   3.02   3.60  19.39   7.19
g = RAW SHARE / SINE SHARE
bin/deg  random  axis   octa   packed(0.25 nm)
  0- 20  1.003  1.186  0.000  0.000
 20- 40  0.998  1.118  0.000  0.000
 40- 60  0.998  1.019  0.000  0.000
 60- 80  1.000  0.937  0.451  1.559
 80-100  0.997  0.903  3.761  1.985
100-120  1.002  0.937  0.449  0.921
120-140  1.000  1.024  0.000  0.487
140-160  1.005  1.115  0.070  1.312
160-180  1.003  1.195  6.432  2.386
Hidden axis: b = 1.0, a = 0.20, critical a = 0.2857
g at 90 deg 0.900, g at 180 deg 1.200
a = 0.2707: raw maximum 90.00 deg
a = 0.3007: raw maxima 78.64 deg and 101.36 deg
Peak of g 109.47 deg, width 12 deg: shift -0.85 deg
Octahedron pairs: 12 at 90, 3 at 180
Square pyramid: 8 at 90, 2 at 180
Octahedra, 90 deg group: width 7.53 deg, formula 7.54 deg
Opposite pairs: rms bend 10.67 deg, formula 10.66 deg
Opposite pairs: raw peak bin 170-175 deg, g peak bin 175-180 deg
Variance / binomial: 1.006 (0-20 deg), 0.996 (80-100 deg)
Model of 500 centres: 7500 angles
  0-20 deg: expected count 226.2, relative error 6.5 %
  80-100 deg: expected count 1302.4, relative error 2.5 %
  178-180 deg: expected count 2.3, relative error 66.2 %
Exclusion angle: 71.1 deg (0.25 nm), 77.8 deg (0.27 nm)
  0.25 nm, bond 0.01 nm longer/shorter: 67.5/75.1 deg
PACKING ONLY: shares in percent (standard error), raw peak 5 deg bin
6 bonds, 0.25 nm: 80-100: 34.5 (0.2), 160-180: 7.2 (0.1), peak 75-80 deg
6 bonds, 0.27 nm: 80-100: 56.0 (0.1), 160-180: 15.6 (0.1), peak 80-85 deg
5 bonds, 0.25 nm: 80-100: 33.6 (0.2), 160-180: 5.4 (0.1), peak 75-80 deg
finished without a failed check
```
